# Why small-cell extrapolation misses the isolated limit of a charged monolayer: a program that tests the result

```python
"""Charged defect in a monolayer, cubic supercell L x L x L, uniform background.

Result under test: E(L) - E_iso is a series in 2*pi*r0/L, useful only for
L >> 2*pi*r0; in smaller cells a thin sheet has a logarithm of L instead, and
low-order fits in 1/L to small cells miss the isolated energy E_iso.
Symbols: r0 = 2*pi*(sheet polarizability), sigma = in-plane Gaussian width,
d = slab thickness, eps_par / eps_perp = slab dielectric constants,
K(k) = potential energy kernel of a unit charge at in-plane wave number k.
Lengths in angstrom, energies in eV, charge q = 1 e.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
R0, SIGMA, D, EPS_PERP = 40.0, 2.0, 6.0, 5.0


def sheet_kernel(k, L, r0):
    return 2 * np.pi / (k * (np.tanh(k * L / 2) + r0 * k))


def sheet_average(L, r0):
    return np.pi * L / 3


def slab_kernel(k, L, r0):
    eps_par = 1 + 2 * r0 / D
    kappa = k * np.sqrt(eps_par / EPS_PERP)
    a = kappa * D / 2
    th = np.tanh(a)
    outside = k * np.tanh(k * (L - D) / 2)
    bulk = 4 * np.pi / (D * k**2 * eps_par)
    return bulk * (1 - outside * th / a / (EPS_PERP * kappa * th + outside))


def slab_average(L, r0):
    return np.pi / 3 * (1 - D / L)**2 * (L - D + D / EPS_PERP)


SHEET = (sheet_kernel, sheet_average)
SLAB = (slab_kernel, slab_average)


def energy(L, model, r0=R0, sigma=SIGMA):
    """Energy of the periodic cell; a quarter of the lattice is summed, times 4."""
    nmax = int(np.ceil(6 * L / (2 * np.pi * sigma))) + 1
    n1 = np.arange(1, nmax + 1)[:, None]
    n2 = np.arange(0, nmax + 1)[None, :]
    k = 2 * np.pi / L * np.sqrt(n1**2 + n2**2)
    total = 4 * np.sum(model[0](k, L, r0) * np.exp(-(sigma * k)**2))
    return COULOMB / (2 * L**2) * (total + model[1](L, r0))


def isolated(model, r0=R0, sigma=SIGMA):
    def integrand(k):
        return k * model[0](k, np.inf, r0) * np.exp(-(sigma * k)**2) / (2 * np.pi)
    value = quad(integrand, 0, 6.5 / sigma, epsabs=1e-13, epsrel=1e-12, limit=400)[0]
    return COULOMB / 2 * value


# --- kernels against a finite-difference solution of the Poisson equation ---
def poisson_kernel(k, L, eps_par, eps_perp, rho):
    """Periodic grid in z; returns the integral of density times potential."""
    n = len(rho)
    h = L / n
    nxt = np.roll(eps_perp, -1)
    face = 2 * eps_perp * nxt / (eps_perp + nxt)      # face between i and i+1
    matrix = np.diag((face + np.roll(face, 1)) / h**2 + k**2 * eps_par)
    i = np.arange(n)
    j = (i + 1) % n
    matrix[i, j] -= face / h**2
    matrix[j, i] -= face / h**2
    density = rho.copy()
    if k == 0:
        density = density - density.mean()            # uniform background
        matrix = matrix + 1.0                         # fixes the zero of potential
    phi = np.linalg.solve(matrix, 4 * np.pi * density)
    return h * np.sum(density * phi)


cell, ngrid = 20.0, 400
step = cell / ngrid
inside = np.abs((np.arange(ngrid) + 0.5) * step - cell / 2) < D / 2
slab_par = np.where(inside, 1 + 2 * R0 / D, 1.0)
slab_perp = np.where(inside, EPS_PERP, 1.0)
slab_rho = np.where(inside, 1 / D, 0.0)
r0_test = 3.0                                         # both terms matter here
sheet_par = np.ones(ngrid)
sheet_par[ngrid // 2] += 2 * r0_test / step
sheet_rho = np.zeros(ngrid)
sheet_rho[ngrid // 2] = 1 / step
kernel_error = 0.0
for k in (0.0, 2 * np.pi / cell, 2 * np.pi / cell * np.sqrt(5)):
    fd_slab = poisson_kernel(k, cell, slab_par, slab_perp, slab_rho)
    fd_sheet = poisson_kernel(k, cell, sheet_par, np.ones(ngrid), sheet_rho)
    if k == 0:
        ref_slab, ref_sheet = slab_average(cell, R0), sheet_average(cell, r0_test)
    else:
        ref_slab = slab_kernel(k, cell, R0)
        ref_sheet = sheet_kernel(k, cell, r0_test)
    kernel_error = max(kernel_error, abs(fd_slab / ref_slab - 1),
                       abs(fd_sheet / ref_sheet - 1))
assert kernel_error < 2e-3                            # second-order grid error


# --- large cells: series coefficients, and the bare Madelung constant ---
def lattice_zeta(s):
    """Analytically continued sum of |n|**(-s) over nonzero square-lattice points."""
    w = mp.mpf(s) / 2
    beta = mp.power(4, -w) * (mp.zeta(w, mp.mpf(1) / 4) - mp.zeta(w, mp.mpf(3) / 4))
    return float(4 * mp.zeta(w) * beta)


m1, m2 = np.meshgrid(np.arange(1, 9), np.arange(0, 9), indexing="ij")
norm = np.sqrt(m1**2 + m2**2)
coth = 1 / np.tanh(np.pi * norm)
c1 = lattice_zeta(1) + 4 * np.sum((coth - 1) / norm) + np.pi / 3
c2 = 2 * np.pi * (1 - 4 * np.sum(coth**2 - 1))
c3 = (2 * np.pi)**2 * (
    lattice_zeta(-1) + 4 * np.sum(norm * (coth**3 - 1))
    - (SIGMA / R0)**2 * (lattice_zeta(-1) + 4 * np.sum(norm * (coth - 1))))

axis = np.arange(-5, 6)
x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
r2 = (x**2 + y**2 + z**2).ravel()
r2 = r2[r2 > 0].astype(float)
eta = 2.0
ewald = (np.sum(erfc(eta * np.sqrt(r2)) / np.sqrt(r2))
         + np.sum(np.exp(-np.pi**2 * r2 / eta**2) / (np.pi * r2))
         - np.pi / eta**2 - 2 * eta / np.sqrt(np.pi))
assert abs(c1 - ewald) < 1e-6

iso = {"sheet": isolated(SHEET), "slab": isolated(SLAB)}


def reduced_shift(L, model, e_iso):
    return 2 * L * (energy(L, model) - e_iso) / COULOMB


L_far = 80 * R0
far_shift = reduced_shift(L_far, SHEET, iso["sheet"])
far_series = c1 + c2 * R0 / L_far + c3 * (R0 / L_far)**2
assert abs(far_shift - far_series) < 2e-4             # next order is about 3e-5
slab_limit = (2 * reduced_shift(4000.0, SLAB, iso["slab"])
              - reduced_shift(2000.0, SLAB, iso["slab"]))
assert abs(slab_limit - ewald) < 1e-2                 # remaining 1/L^2 error

# --- small cells: logarithmic law of the sheet ---
beta_prime = np.pi / 4 * (np.euler_gamma + 2 * np.log(2) + 3 * np.log(np.pi)
                          - 4 * float(mp.loggamma(0.25)))
log_constant = 2 * beta_prime / np.pi
L_small, s_small = 0.05 * R0, 0.0005 * R0
cubic_sum = lattice_zeta(3) - 4 * np.sum((1 - 1 / coth) / norm**3)
small_exact = 2 * R0 * energy(L_small, SHEET, sigma=s_small) / COULOMB
small_lead = (np.pi * R0 / (3 * L_small)
              + np.log(L_small / (2 * np.pi * s_small)) + log_constant)
small_law = (small_lead + 2 * np.pi * (s_small / L_small)**2
             - L_small / R0 * cubic_sum / (4 * np.pi**2)
             + np.sqrt(np.pi) * s_small / R0)
assert abs(small_exact - small_law) < 1e-3

minimum = minimize_scalar(lambda L: energy(L, SHEET), bounds=(20, 140),
                          method="bounded", options={"xatol": 1e-4})
assert R0 < minimum.x < 2 * R0
assert minimum.fun < min(energy(20.0, SHEET), energy(140.0, SHEET))

# --- extrapolation from windows of cell sizes Lmax/2 ... Lmax ---
FORMS = {"1/L": (1,), "1/L+1/L^3": (1, 3), "order 2": (1, 2), "order 3": (1, 2, 3)}


def extrapolate(Lmax, model, e_iso, r0=R0):
    """For each fit form: (extrapolated minus isolated energy, largest residual)."""
    lengths = Lmax * np.array([0.5, 0.625, 0.75, 0.875, 1.0])
    data = np.array([energy(L, model, r0) for L in lengths])
    u = Lmax / lengths
    result = {}
    for name, powers in FORMS.items():
        design = np.column_stack([np.ones_like(u)] + [u**p for p in powers])
        coef = np.linalg.lstsq(design, data, rcond=None)[0]
        result[name] = (coef[0] - e_iso, np.max(np.abs(design @ coef - data)))
    return result


small_fit = {"sheet": extrapolate(32.0, SHEET, iso["sheet"]),
             "slab": extrapolate(32.0, SLAB, iso["slab"])}
for name in ("1/L", "1/L+1/L^3", "order 2"):
    miss, residual = small_fit["sheet"][name]
    assert abs(miss) > 0.05 and residual < abs(miss) / 5
for name in ("1/L", "1/L+1/L^3"):
    miss, residual = small_fit["slab"][name]
    assert abs(miss) > 0.02 and residual < abs(miss) / 5

windows = (80.0, 160.0, 320.0, 640.0, 2560.0)
slab_windows = {Lmax: extrapolate(Lmax, SLAB, iso["slab"]) for Lmax in windows}
assert abs(slab_windows[2560.0]["order 2"][0]) < 1e-3

r0_control = 1.0
control = extrapolate(32.0, SHEET, isolated(SHEET, r0_control), r0_control)
assert abs(control["order 2"][0]) < abs(small_fit["sheet"]["order 2"][0]) / 2

sizes = (16.0, 24.0, 32.0, 56.0, 80.0, 160.0, 640.0)
sheet_energies = [energy(L, SHEET) for L in sizes]
slab_energies = [energy(L, SLAB) for L in sizes]
assert np.all(np.diff(slab_energies) > 0)             # thickness removes the minimum

# --- cell-by-cell correction with a dielectric model ---
sigma_model = 2.5
corrections = []
for L in (16.0, 32.0):
    raw = energy(L, SLAB) - iso["slab"]
    by_slab = raw + isolated(SLAB, sigma=sigma_model) - energy(L, SLAB, sigma=sigma_model)
    by_sheet = raw + iso["sheet"] - energy(L, SHEET)
    assert abs(by_slab) < 0.02 and abs(by_slab) < abs(by_sheet)
    corrections.append((L, raw, by_slab, by_sheet))
assert abs(corrections[1][2]) < abs(corrections[0][2])

# --- report ---
print(f"e^2/(4 pi eps0) = {COULOMB:.4f} eV A; q = 1 e")
print(f"r0 = {R0:.1f} A, 2 pi r0 = {2*np.pi*R0:.1f} A, sigma = {SIGMA:.1f} A")
print(f"slab: d = {D:.1f} A, eps_par = {1+2*R0/D:.3f}, eps_perp = {EPS_PERP:.1f}")
print(f"largest relative kernel error against grid = {kernel_error:.1e}")
print(f"c1 = {c1:.6f}, Ewald cubic value = {ewald:.6f}")
print(f"c2 = {c2:.4f}, c3 = {c3:.4f} (dimensionless)")
print(f"slab leading coefficient from L = 2000, 4000 A: {slab_limit:.4f}")
print("sheet, 2L(E-E_iso)/q^2: L/r0, full sum, c1+c2*r0/L")
for ratio in (0.5, 1.0, 2 * np.pi, 20.0, 80.0):
    full = reduced_shift(ratio * R0, SHEET, iso["sheet"])
    print(f"  {ratio:7.3f} {full:9.4f} {c1 + c2/ratio:9.4f}")
print(f"series to c3 at L/r0 = 80: {far_series:.5f}, full sum {far_shift:.5f}")
print(f"constant beside the logarithm = {log_constant:.5f}")
print(f"small-cell test L = {L_small:.2f} A, sigma = {s_small:.3f} A, 2 r0 E/q^2:")
print(f"  full {small_exact:.5f}, leading {small_lead:.5f}, with corrections {small_law:.5f}")
print(f"sheet minimum: L = {minimum.x:.2f} A = {minimum.x/R0:.3f} r0, E = {minimum.fun:.4f} eV")
print(f"E_iso: sheet {iso['sheet']:.4f} eV, slab {iso['slab']:.4f} eV")
print("L (A), E sheet (eV), E slab (eV)")
for L, e_sheet, e_slab in zip(sizes, sheet_energies, slab_energies):
    print(f"  {L:6.1f} {e_sheet:8.4f} {e_slab:8.4f}")
print("fits to L = 16, 20, 24, 28, 32 A: miss (eV), largest residual (meV)")
for label in ("sheet", "slab"):
    for name in FORMS:
        miss, residual = small_fit[label][name]
        print(f"  {label:5s} {name:10s} {miss:8.4f} {1000*residual:8.3f}")
print("slab, window Lmax/2..Lmax: Lmax (A), miss (eV) of 1/L, 1/L+1/L^3, order 2, order 3")
for Lmax in windows:
    print(f"  {Lmax:6.0f} " + " ".join(f"{slab_windows[Lmax][n][0]:9.5f}" for n in FORMS))
print(f"control sheet r0 = {r0_control:.1f} A, 16-32 A, order 2 miss = {control['order 2'][0]:.4f} eV")
print(f"slab energy minus E_iso (eV): L (A), raw, slab model sigma = {sigma_model} A, sheet model")
for L, raw, by_slab, by_sheet in corrections:
    print(f"  {L:5.1f} {raw:8.4f} {by_slab:8.4f} {by_sheet:8.4f}")
print("all assertions hold")
```

Printed output:

```
e^2/(4 pi eps0) = 14.3996 eV A; q = 1 e
r0 = 40.0 A, 2 pi r0 = 251.3 A, sigma = 2.0 A
slab: d = 6.0 A, eps_par = 14.333, eps_perp = 5.0
largest relative kernel error against grid = 5.0e-05
c1 = -2.837297, Ewald cubic value = -2.837297
c2 = 6.0803, c3 = -7.0379 (dimensionless)
slab leading coefficient from L = 2000, 4000 A: -2.8356
sheet, 2L(E-E_iso)/q^2: L/r0, full sum, c1+c2*r0/L
    0.500   -0.0424    9.3233
    1.000   -0.5763    3.2430
    6.283   -2.0567   -1.8696
   20.000   -2.5521   -2.5333
   80.000   -2.7624   -2.7613
series to c3 at L/r0 = 80: -2.76239, full sum -2.76242
constant beside the logarithm = 0.12280
small-cell test L = 2.00 A, sigma = 0.020 A, 2 r0 E/q^2:
  full 23.82418, leading 23.83405, with corrections 23.82414
sheet minimum: L = 56.48 A = 1.412 r0, E = 0.3906 eV
E_iso: sheet 0.5018 eV, slab 0.4793 eV
L (A), E sheet (eV), E slab (eV)
    16.0   0.5499   0.2027
    24.0   0.4498   0.2688
    32.0   0.4131   0.2990
    56.0   0.3906   0.3392
    80.0   0.3959   0.3603
   160.0   0.4231   0.3983
   640.0   0.4738   0.4513
fits to L = 16, 20, 24, 28, 32 A: miss (eV), largest residual (meV)
  sheet 1/L         -0.2313    4.941
  sheet 1/L+1/L^3   -0.1763    0.682
  sheet order 2     -0.1505    0.445
  sheet order 3     -0.1071    0.036
  slab  1/L         -0.0829    1.003
  slab  1/L+1/L^3   -0.0949    0.083
  slab  order 2     -0.1005    0.039
  slab  order 3     -0.1021    0.029
slab, window Lmax/2..Lmax: Lmax (A), miss (eV) of 1/L, 1/L+1/L^3, order 2, order 3
      80  -0.07726  -0.06297  -0.05616  -0.03408
     160  -0.04485  -0.02896  -0.02149  -0.00908
     320  -0.01937  -0.01001  -0.00563  -0.00136
     640  -0.00666  -0.00282  -0.00103  -0.00010
    2560  -0.00053  -0.00018  -0.00002   0.00000
control sheet r0 = 1.0 A, 16-32 A, order 2 miss = 0.0212 eV
slab energy minus E_iso (eV): L (A), raw, slab model sigma = 2.5 A, sheet model
   16.0  -0.2767  -0.0077  -0.3249
   32.0  -0.1803  -0.0016  -0.0917
all assertions hold
```
